The Zeldovich Factor for Spherical Crystal Nuclei and the Discrete Nucleation Rate

A phase-change memory cell is switched to its conducting state by heating an amorphous volume until it crystallizes. Small crystalline clusters gain and lose atoms continually, and most dissolve. Creating an interface costs energy, so there is a critical size n* at which the free energy of a cluster has a maximum ΔG*. A first guess for the rate of nucleation is the equilibrium number of critical clusters times the rate at which each gains an atom. This guess is too large, because a cluster that has just passed n* often loses the atom again. The question is by what factor, and how well a smooth formula for that factor agrees with kinetics in which atoms arrive one at a time.

1. The simplest case: a level ladder

Let c_n be the number of clusters of n atoms per volume. A cluster gains an atom at rate f_n and loses one at rate b_n. The net flux from size n to n+1 is

J_n = f_n c_n − b_(n+1) c_(n+1).

Suppose first that all sizes have the same free energy and that f_n = b_n = f. Then J_n = f(c_n − c_(n+1)). In a steady state no population changes, so J_n has the same value J on every link. Hold the first population at C and remove clusters at the end of L links, where the population is zero. Adding the L equations cancels all intermediate populations:

L J = f C, so J = f C/L.

The one-way flux fC is multiplied by 1/L, the result of diffusion back and forth. For L = 1 there is no return, and J = fC, as it should be.

2. A ladder with a barrier

Now let the cluster free energy be G(n), and define

C_n = N0 exp[−G(n)/kT],

where N0 is the number of atoms per volume. Above n* this reference distribution grows with n and is not a real population. It serves to express detailed balance, the condition that each link carries no net flux at equilibrium:

f_n C_n = b_(n+1) C_(n+1).

With y_n = c_n/C_n, the flux becomes

J_n = f_n C_n y_n − b_(n+1) C_(n+1) y_(n+1) = f_n C_n (y_n − y_(n+1)).

Set J_n = J, divide by f_n C_n and add from n = 1 to M−1. With y_1 = 1 and y_M = 0, the right side telescopes to 1:

J = 1 / Σ_(n=1)^(M−1) [1/(f_n C_n)].

This is the Becker-Döring sum. It acts like resistors in series, with resistance 1/(f_n C_n) on each link. Equal resistances return J = fC/L. If one link dominates, J is the one-way flux f_n C_n of that link, with no reduction.

The condition y_1 = 1 fixes the smallest clusters at C_1 = N0 exp[−G(1)/kT]. Fixing them at N0 instead would multiply every interior rate below by exp[G(1)/kT], without changing the ratio of the discrete rate to the smooth formula.

3. A smooth barrier top

For a high barrier spread over many sizes, the largest resistances lie near n*. There, with x = n − n* and G'(n*) = 0,

G(n) ≈ ΔG* − |G''(n*)| x²/2.

The attachment rate changes little over this region and is replaced by f* = f(n*). The sum can be replaced by an integral: for a smooth h(n), the integral from n−1/2 to n+1/2 is h(n) + h''(n)/24 + …, and the sum of the h'' terms is approximately the difference of h' at the two ends, where the resistance is small. Therefore

1/J ≈ [exp(ΔG*/kT)/(f* N0)] ∫ exp[−|G''(n*)| x²/(2kT)] dx.

The limits can be extended to ±∞ because the Gaussian has decayed there. Since ∫exp(−αx²)dx = √(π/α), the integral is √(2πkT/|G''(n*)|). Its inverse is the Zeldovich factor:

Z = √[|G''(n*)|/(2πkT)],
J_Z = Z f* N0 exp(−ΔG*/kT).

Comparison with the level ladder gives Z a direct meaning: 1/Z is the number of links, all at the height of the barrier top, that would have the same total resistance. A flatter top gives a smaller Z. A formula giving Z near or above 1 has left its range, since the top would then be about one link wide.

4. The spherical nucleus

Let v be the volume per atom, Δg > 0 the free energy gained per crystal volume, and σ the interface energy per area, taken as independent of size and direction. A sphere of n atoms has radius r = (3nv/4π)^(1/3), so

G(n) = −nΔμ + a n^(2/3),
Δμ = vΔg, a = 4πσ(3v/4π)^(2/3).

Setting the derivative to zero,

G'(n) = −Δμ + (2/3)a n^(−1/3) = 0,

gives a = (3/2)Δμ n*^(1/3). Putting this into G gives the barrier:

ΔG* = −n*Δμ + (3/2)n*Δμ = n*Δμ/2.

The second derivative is

G''(n*) = −(2/9)a n*^(−4/3) = −Δμ/(3n*) = −2ΔG*/(3n*²).

The first step inserts a, and the last uses Δμ = 2ΔG*/n*. Hence

Z = √[2ΔG*/(3n*² · 2πkT)] = √[ΔG*/(3πkT)]/n*.

In terms of the radius, G = 4πr²σ − (4π/3)r³Δg. Its maximum is at r* = 2σ/Δg, and its height is ΔG* = (4π/3)σr*².

As the melting point is approached, Δμ → 0 at fixed σ and v. Then n* ∝ Δμ^(−3) and ΔG* ∝ Δμ^(−2), so Z ∝ Δμ². The top becomes wide and Z vanishes. If attachment is proportional to surface area, with a fixed rate per site, f* grows as n*^(2/3) ∝ Δμ^(−2). The product Z f* then stays constant, and the rate falls through the exponential alone. In the opposite limit of strong driving, n* shrinks to a few atoms and the barrier to a few kT. Both the smooth sum and the idea of a sphere with a sharp surface then become doubtful.

5. Beyond the parabola

Let attachment be proportional to surface area, so f_n = f*(n/n*)^(2/3). Write n = n*u³, where u = r/r*, and W = ΔG*/kT. From Δμ = 2ΔG*/n* and a n*^(2/3) = 3ΔG*,

G/kT = W(3u² − 2u³).

The volume element is dn = 3n*u² du, and f_n = f*u². The factors u² cancel:

1/J ≈ [3n*/(f*N0)] ∫ exp[W(3u² − 2u³)] du.

With u = 1+s, the linear terms cancel and

3u² − 2u³ = 1 − 3s² − 2s³.

The quadratic term gives a Gaussian of variance q = 1/(6W), whose integral √(π/3W) times 3n* is 1/Z. This is the previous result. Now expand exp(−2Ws³) inside the Gaussian average. Odd powers vanish, leaving

1 + (2W)²⟨s⁶⟩/2 + (2W)⁴⟨s¹²⟩/24 + …

The moments are ⟨s⁶⟩ = 15q³ and ⟨s¹²⟩ = 10395q⁶. The average is therefore 1 + 5/(36W) + 385/(2592W²) + …, and its inverse gives

J/J_Z = 1 − 5/(36W) − 335/(2592W²) + …

The last coefficient is 25/1296 − 385/2592. This is an expansion for large W; the small-cluster end of the sum adds terms that fall roughly as exp(−W).

A limit test uses wide barriers with n* = 3000, for which W(1 − J/J_Z) should approach 5/36 = 0.1389. The discrete sum gives 0.1462 at W = 20, 0.1423 at W = 40 and 0.1397 at W = 160. The second-order term predicts an excess of 0.0065 at W = 20, close to the 0.0073 found.

6. What Z does not measure

Z is not the probability that a critical cluster grows. Let p_n be the probability of reaching M before size 1. The next event is a gain or a loss, so

f_n(p_(n+1) − p_n) = b_n(p_n − p_(n−1)).

Multiply by C_n and use b_n C_n = f_(n−1)C_(n−1). The product f_n C_n(p_(n+1) − p_n) is then the same on all links. This is the equation obeyed by y_n with the opposite sign, and p_1 = 0, p_M = 1, so p_n = 1 − y_n.

The value of y at n* is the share of the total resistance lying at and above n*. If the resistances were symmetric about n*, it would be 1/2, apart from the half link treated below. In the variable s of section 5, which already includes the change of attachment with size, the cubic term lowers the upper share by

2W √(3W/π) ∫_0^∞ s³ exp(−3Ws²) ds = 1/[3√(3πW)],

because the integral is 1/(18W²). The sum starting at n* also includes the half link below it, which adds Z/2. Thus

y(n*) ≈ 1/2 − 1/[3√(3πW)] + Z/2.

A critical cluster has roughly even chances. Z is small because the barrier top is crossed in both directions many times for each cluster that finally escapes.

7. A worked case

Take round parameters in the rough regime of the memory material Ge2Sb2Te5: melting point Tm = 900 K, temperature T = 700 K, latent heat 0.50 GJ/m³, σ = 0.050 J/m² and v = 0.030 nm³. If melt and crystal have equal heat capacities, the enthalpy and entropy differences do not depend on temperature, and

Δg = L(Tm − T)/Tm = 0.50 × 200/900 = 0.111 GJ/m³,

where L is the latent heat per volume. This is Δμ = 0.0208 eV per atom. The critical radius is 2 × 0.050/(0.111×10⁹) m = 0.90 nm, which holds n* = 101.8 atoms. The barrier is

ΔG* = 101.8 × 0.0208/2 = 1.06 eV.

With kT = 0.0603 eV, W = 17.55. Then

Z = √(17.55/9.425)/101.8 = 0.0134.

The curvature found by finite differences of the spherical free energy gives the same value. The barrier top is equivalent to 1/Z ≈ 75 level links.

For attachment, count one site per area v^(2/3) and let each accept atoms at 10¹⁰ per second. The critical sphere then has f* = 1.05×10¹² per second, and with N0 = 1/v,

J_Z = 1.122×10³¹ per m³ and second.

The discrete sum gives 1.112×10³¹ in the same unit. Solving the steady rate equations for all cluster sizes, with gains and losses entered separately, gives the same rate. The ratio to J_Z is 0.9916. The first correction predicts 0.9921, and including the second gives 0.9917. Replacing the sum by an integral changes the rate by a relative 7.5×10⁻¹⁰, so the difference of 0.8 % comes from the two approximations made at the barrier top, a parabolic free energy and a constant attachment rate, and not from the discreteness of the atoms.

The free energy is not symmetric about n*. The parabola falls by kT at 1/(√π Z) ≈ 42 atoms from the top. The true free energy falls by 1.25 kT on the small side and 0.85 kT on the large side. By itself this would put more than half of the resistance above n*, but larger clusters also attach atoms faster. With ε = n/n* − 1, G/kT ≈ W(1 − ε²/3 + 4ε³/27) and 1/f_n ≈ (1 − 2ε/3)/f*. Integrated over ε > 0 with the weight exp(−Wε²/3), the cubic term adds 2/(3W) and the attachment term removes 1/W, so attachment wins. Accordingly, y(n*) from the rate equations is 0.480, against 0.481 from the formula, and a critical cluster grows with probability 0.52.

With σ, L and v held fixed, temperature changes the comparison as follows.

T = 500 K: n* = 12.7, W = 6.1, J/J_Z = 0.975
T = 600 K: n* = 30.2, W = 9.1, J/J_Z = 0.983
T = 800 K: n* = 814, W = 61.4, J/J_Z = 0.998

The jump rate cancels from these ratios. With this attachment law, the Zeldovich formula lies within 3 % of the sum even at 500 K. This agreement concerns the mathematics of one model; it does not show that a cluster of 13 atoms has the free energy of a sphere.

The attachment law also matters, slightly at 700 K and more for small nuclei. A symmetric choice, in which half of each free-energy step enters the gain rate and half the loss rate, has f_n C_n proportional to n^(2/3) exp{−[G(n)+G(n+1)]/(2kT)}. Its ratio to J_Z is 0.988. Most of the shift has a simple origin: the energy is taken near n+1/2 but the surface at n, which raises the resistance by about 1/(3n*) = 0.3 %. This shift is an effect of discrete atoms and grows as n* shrinks: at 500 K the symmetric choice gives a ratio of 0.946 instead of 0.975.

8. From the rate to a memory cell

In a cube of 20 nm edge, the mean waiting time for a nucleus at the steady rate is 1/(J × volume) = 11.2 ns. The steady state itself takes time to form. Starting without clusters of two or more atoms, the flux at the removal size M = 407 lags by 3.6 ns, defined as the time integral of 1 − J_M(t)/J, where J_M(t) is the flux into that size. This includes growth from n* to M and so depends on M: it is 2.5 ns for M = 204 and 4.4 ns for M = 814. The lag is shorter than the waiting time, but not negligible.

A large crystal gains k(1 − exp[−Δμ/kT]) atoms per surface site and second, where k is the jump rate. Each atom advances its site by v^(1/3), so the growth speed is 0.91 m/s, and half the cell edge is crossed in 11 ns. Small crystals grow more slowly because of their curvature; with this included, growth from M atoms to a radius of 10 nm takes about 12 ns. A sphere of that radius fills 52 % of the cube. Nucleation and growth to this stage therefore take similar times here.

These parameters are rough typical values for Ge2Sb2Te5, and the interface energy is the least certain. Raising σ by 10 % multiplies the discrete rate by 0.00315; lowering it by 10 % multiplies it by 110. A size-dependent interface energy has a similar effect: with σ reduced by the fraction 2δ/r, a length δ of 0.045 nm gives 10 % at r* and multiplies the rate by about 160. A waiting time of nanoseconds is thus a consequence of the chosen σ, not a prediction for the material. Real cells also break the assumption of nucleation in the interior. Where the amorphous volume borders crystalline material, that crystal can grow inward without any nucleation; at the speed above, fronts from opposite faces of the cube would meet after 11 ns. Other walls can make nucleation easier. For a crystal meeting the wall at 90 degrees, the nucleus is a half sphere with half the barrier. Although only 9 % of the atoms lie at the walls, the steady formula gives a wall rate 423 times the interior rate. This number cannot be taken as a real rate, for two reasons. The waiting time it implies, about 0.03 ns, is far below the lag of about 3 ns that the same kinetics gives for half spheres removed at the same radius as M. Also, the clusters in the reference distribution would cover more than the whole wall area, so they cannot be treated as independent. The estimate shows that such walls cannot be ignored, but not how fast they form nuclei. The three-element composition of the melt and elastic strain are left out; leaving out the strain assumes that the melt relaxes during nucleation.

Two further choices change the rate by far more than the correction to Z. If the melt has a heat capacity larger by Δc = 0.50 MJ/(m³ K), an assumed value, integrating the enthalpy and entropy from Tm down to T reduces Δg by Δc[Tm − T − T ln(Tm/T)]. This is 11 % of Δg and lowers the rate to 0.011 of its former value. Fixing the smallest clusters at N0 raises the rate by exp[G(1)/kT] = 7.9, but is not consistent here: clusters up to n* would then hold about three times the atoms present. With the normalization used above they hold 39 % (26 % in clusters of two or more atoms), so even then the clusters are not dilute, and the model neglects both their interaction and the loss of free atoms. The Zeldovich factor is accurate to about 1 % in this example, while the absolute rate is uncertain by orders of magnitude, because the barrier stands in an exponent. The numerical output lists the main values used.

Computed values

```
temperature, melting point: 700 K, 900 K
latent heat: 0.50 GJ/m^3
interface energy: 0.050 J/m^2
atomic volume: 0.030 nm^3
jump rate per surface site: 1.0e+10 1/s
cell edge: 20 nm
thermal energy kT: 0.06032 eV
driving force per volume: 0.1111 GJ/m^3
driving force per atom: 0.02081 eV
critical radius: 0.9000 nm
critical size n*: 101.79 atoms
barrier: 1.0588 eV
barrier over kT, W: 17.553
Z from formula: 0.013408
Z from numerical curvature: 0.013408
attachment rate at n*: 1.0543e+12 1/s
removal size M: 407 atoms
Zeldovich rate: 1.12154e+31 1/(m^3 s)
Becker-Doring sum: 1.11212e+31 1/(m^3 s)
master-equation rate: 1.11212e+31 1/(m^3 s)
sum / Zeldovich: 0.99161
1 - 5/(36 W): 0.99209
|integral / sum - 1|: 7.5e-10
symmetric-rate sum / Zeldovich: 0.98819
occupation y(n*), master equation: 0.4800
occupation y(n*), formula: 0.4808
parabolic width within kT of top: 84.2 atoms
true drop at lower edge: 1.246 kT
true drop at upper edge: 0.851 kT
wide barrier W=20: W(1-ratio) = 0.14615
wide barrier W=40: W(1-ratio) = 0.14230
wide barrier W=80: W(1-ratio) = 0.14055
wide barrier W=160: W(1-ratio) = 0.13971
limit 5/36: 0.13889
scan: T (K), n*, W, sum/Zeldovich, 1-5/(36W)
  500  12.72  6.144  0.97503  0.97739
  600  30.16  9.102  0.98273  0.98474
  700  101.79  17.553  0.99161  0.99209
  800  814.30  61.437  0.99770  0.99774
waiting time per nucleus in cell: 11.240 ns
time lag at size M, linear solve: 3.586 ns
time lag at size M, time evolution: 3.586 ns
growth speed of a large crystal: 0.906 m/s
time to grow half the cell edge: 11.03 ns
rate factor, interface energy +10%: 3.150e-03
rate factor, interface energy -10%: 1.100e+02
Tolman length for 10% at r* (2 delta/r*): 0.0450 nm
assumed heat-capacity difference: 0.50 MJ/(m^3 K)
driving force lost to it: 10.84 %
rate factor from it: 1.085e-02
fraction of atoms in wall layer: 0.0932
wall rate / bulk rate, 90 degrees: 423.07
same from Zeldovich estimate: 427.23
G(1)/kT: 2.071
monomer normalization factor: 7.930
```
